# Convolution, Hilbert transform and positivity of the G0W0 spectral function: verification in Python

```python
"""
Result under test (G0W0, Rydberg atomic units: hbar = 1, 2m = 1, e^2 = 2):
  Gamma(w) = |Im Sigma(w)|/pi is the convolution of the spectral functions
  of G0 and of Wc = W - v; the Hilbert transform of Gamma gives Re Sigma_c;
  the spectral function A = -Im G/pi of the full Dyson equation is >= 0.
System: N2, Hartree-Fock start, direct RPA screening, cc-pVDZ basis.
Symbols: eps  orbital energies       gaps   eps_empty - eps_filled per pair
         omega_s RPA mode energies   w[p,m,s] coupling of orbitals p,m to mode s
         pole[m,s] poles of Sigma_c: eps_m - omega_s (m filled),
                                     eps_m + omega_s (m empty)
         delta  height above the real axis at which functions are evaluated
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
bond = 1.10
delta = 0.10

# ---------- Hartree-Fock start, everything converted to Ry ----------
mol = gto.M(atom=[["N", (0, 0, -bond / 2)], ["N", (0, 0, bond / 2)]],
            basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
eps = 2 * mf.mo_energy
n = len(eps)
nocc = mol.nelectron // 2
eri = 2 * mol.intor("int2e")
for _ in range(4):
    eri = np.tensordot(eri, C, axes=(0, 0))
core = 2 * C.T @ mf.get_hcore() @ C
hartree = 2 * np.einsum("pqii->pq", eri[:, :, :nocc, :nocc])
sigma_x = -np.einsum("piiq->pq", eri[:, :nocc, :nocc, :])
# static exchange belongs to the mean-field matrix
assert np.abs(core + hartree + sigma_x - np.diag(eps)).max() < 1e-5

# identify the 3 sigma_g and 1 pi_u orbitals by degeneracy and parity
partners = [np.sum(np.abs(eps - e) < 1e-4) for e in eps[:nocc]]
sg = max(i for i in range(nocc) if partners[i] == 1)
pu = max(i for i in range(nocc) if partners[i] == 2)
point = np.array([0.4, 0.7, 0.9])
psi = mol.eval_gto("GTOval_sph", np.array([point, -point])) @ C
assert abs(psi[0, sg] - psi[1, sg]) < 1e-5
assert abs(psi[0, pu] + psi[1, pu]) < 1e-5

# ---------- RPA modes: spectral form of Wc ----------
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
npair = len(gaps)
V = eri[:, :, :nocc, nocc:].reshape(n, n, npair)
K = eri[:nocc, nocc:, :nocc, nocc:].reshape(npair, npair)
root = np.sqrt(gaps)
omega2, modes = np.linalg.eigh(np.diag(gaps**2)
                               + 4 * root[:, None] * K * root[None, :])
assert omega2.min() > 0
omega_s = np.sqrt(omega2)
w = np.sqrt(2) * V @ (root[:, None] * modes / np.sqrt(omega_s))
side = np.where(np.arange(n) < nocc, -1.0, 1.0)
pole = eps[:, None] + side[:, None] * omega_s[None, :]


def chi_dyson(z):
    """Response by direct inversion of chi = P0 + P0 K chi."""
    p0 = 4 * gaps / (z * z - gaps**2)
    return np.linalg.solve(np.eye(npair) - p0[:, None] * K, np.diag(p0))


Vflat, wflat = V.reshape(n * n, npair), w.reshape(n * n, npair)
err_w = 0.0
for z in (0.9 + 1j * delta, 2.5 + 1j * delta, 1.3j):
    w_inverse = Vflat @ chi_dyson(z) @ Vflat.T
    w_modes = (wflat * (2 * omega_s / (z * z - omega_s**2))) @ wflat.T
    err_w = max(err_w, np.abs(w_inverse - w_modes).max())
assert err_w < 1e-7
w_test = Vflat @ chi_dyson(0.9 + 1j * delta) @ Vflat.T
min_b = np.linalg.eigvalsh(-(w_test.imag + w_test.imag.T) / (2 * np.pi)).min()
assert min_b > -1e-9

# ---------- convolution and its Hilbert transform ----------
def gamma_parts(p, x):
    """Removal and addition parts of the convolution, Lorentzian width delta."""
    x = np.atleast_1d(x)
    parts = [np.zeros(len(x)), np.zeros(len(x))]
    for m in range(n):
        shape = delta / np.pi / ((x[:, None] - pole[m])**2 + delta**2)
        parts[int(m >= nocc)] += shape @ w[p, m]**2
    return parts


def hilbert(p, x0, step=0.04, reach=200.0):
    """Principal value of int Gamma(x)/(x0-x) dx, midpoints around x0."""
    t = (np.arange(int(reach / step)) + 0.5) * step
    below = sum(gamma_parts(p, x0 - t))
    above = sum(gamma_parts(p, x0 + t))
    return step * np.sum((below - above) / t)


# ---------- definition: brute-force integral on the real axis ----------
eta = delta / 2          # broadening given to G0 and to Wc separately
h_axis = 0.02
x_axis = (np.arange(20000) + 0.5) * h_axis
a_s = omega_s - 1j * eta
W_axis = (2 * a_s / (x_axis[:, None]**2 - a_s**2)) @ (w[sg]**2).T


def sigma_real_axis(x0):
    """(i/2pi) int G0(x0+x) Wc(x) dx, time ordered; Wc is even in x."""
    total = 0
    for m in range(n):
        e = eps[m] - 1j * side[m] * eta
        g = 1 / (x0 + x_axis - e) + 1 / (x0 - x_axis - e)
        total += np.sum(g * W_axis[:, m])
    return 1j / (2 * np.pi) * h_axis * total


# ---------- contour deformation with W from matrix inversion ----------
Vm = np.ascontiguousarray(V.transpose(1, 0, 2))
node, weight = np.polynomial.legendre.leggauss(80)
u_im = 2 * (1 + node) / (1 - node)
du_im = 4 * weight / (1 - node)**2
W_im = np.array([Vm @ chi_dyson(1j * u).real @ Vm.transpose(0, 2, 1)
                 for u in u_im])


def sigma_contour(z):
    """Returns the full matrix and the part that comes from residues."""
    g = 1 / (z + 1j * u_im[:, None] - eps) + 1 / (z - 1j * u_im[:, None] - eps)
    line = -np.einsum("u,um,umpq->pq", du_im, g, W_im) / (2 * np.pi)
    residues = np.zeros((n, n), complex)
    for m in range(n):
        if side[m] * (z.real - eps[m]) > 0:
            residues += side[m] * (Vm[m] @ chi_dyson(z - eps[m]) @ Vm[m].T)
    return line + residues, residues


virtual_gap = nocc + int(np.argmax(np.diff(eps[nocc:])))
tests = [("removal", (eps[2] + eps[3]) / 2),
         ("mid-gap", (eps[nocc - 1] + eps[nocc]) / 2),
         ("addition", (eps[virtual_gap] + eps[virtual_gap + 1]) / 2)]
rows = []
err_im = err_re = err_cd = err_identity = 0.0
min_gamma = min_a = np.inf
for name, x0 in tests:
    removal, addition = (part[0] for part in gamma_parts(sg, x0))
    re_hilbert = hilbert(sg, x0)
    direct = sigma_real_axis(x0)
    err_im = max(err_im, abs(direct.imag - np.pi * (removal - addition)))
    err_re = max(err_re, abs(direct.real - re_hilbert))
    z = x0 + 1j * delta
    sigma, _ = sigma_contour(z)
    retarded = re_hilbert - 1j * np.pi * (removal + addition)
    err_cd = max(err_cd, abs(sigma[sg, sg] - retarded))
    gamma_matrix = -(sigma - sigma.conj().T) / (2j * np.pi)
    G = np.linalg.inv(z * np.eye(n) - np.diag(eps) - sigma)
    A = -(G - G.conj().T) / (2j * np.pi)
    rebuilt = G @ (gamma_matrix + delta / np.pi * np.eye(n)) @ G.conj().T
    err_identity = max(err_identity, np.abs(A - rebuilt).max())
    min_gamma = min(min_gamma, np.linalg.eigvalsh(gamma_matrix).min())
    min_a = min(min_a, np.linalg.eigvalsh(A).min())
    rows.append((name, x0, removal, addition, re_hilbert,
                 direct.real, sigma[sg, sg].real, A[sg, sg].real))
assert err_im < 2e-5 and err_re < 2e-5 and err_cd < 2e-5
assert err_identity < 1e-9
assert min_gamma > -1e-8 and min_a > 0

# on the real axis (tiny height) the imaginary part sits in the residues
z_low = tests[0][1] + 1e-6j
sigma_low, residue_low = sigma_contour(z_low)
line_im = abs((sigma_low - residue_low)[sg, sg].imag)
assert line_im < 1e-5

# ---------- diagonal Dyson equation: norm and positivity ----------
def sigma_diag(p, z):
    z = np.atleast_1d(z)
    total = np.zeros(len(z), complex)
    for m in range(n):
        total += (1 / (z[:, None] - pole[m])) @ w[p, m]**2
    return total


def green(p, z):
    return 1 / (z - eps[p] - sigma_diag(p, z))


ngrid = 12000
theta = (np.arange(ngrid) + 0.5) * np.pi / ngrid - np.pi / 2
x_grid = -5 + 10 * np.tan(theta)
A_grid = -green(sg, x_grid + 1j * delta).imag / np.pi
norm = np.sum(A_grid * 10 / np.cos(theta)**2) * np.pi / ngrid
assert A_grid.min() > 0 and abs(norm - 1) < 1e-5

# ---------- quasiparticles without broadening ----------
low, high = pole[:nocc].max(), pole[nocc:].min()


def quasiparticle(p):
    def mismatch(x):
        return x - eps[p] - np.sum(w[p]**2 / (x - pole))
    energy = brentq(mismatch, low + 1e-6, high - 1e-6, xtol=1e-12)
    slope = -np.sum(w[p]**2 / (energy - pole)**2)
    z_factor = 1 / (1 - slope)
    radius = 0.2
    assert low < energy - radius and energy + radius < high
    ring = radius * np.exp(2j * np.pi * (np.arange(128) + 0.5) / 128)
    z_ring = np.mean(green(p, energy + ring) * ring).real
    assert abs(z_ring - z_factor) < 1e-8 and 0 < z_factor < 1
    return energy, slope, z_factor, z_ring


qp_sg, qp_pu = quasiparticle(sg), quasiparticle(pu)

# ---------- two ways to lose positivity ----------
small = 0.01
x_near = eps[sg] + np.linspace(-0.1, 0.1, 2001)
z_near = x_near + 1j * small
g0 = 1 / (z_near - eps[sg])
A_first_order = -(g0 + g0**2 * sigma_diag(sg, z_near)).imag / np.pi
A_full = -green(sg, z_near).imag / np.pi
assert A_first_order.min() < 0 < A_full.min()

removal_pole = pole[:nocc].ravel()
removal_weight = (w[sg, :nocc]**2).ravel()
same = np.abs(removal_pole[:, None] - removal_pole[None, :]) < 1e-5
summed = same @ removal_weight
k = int(np.argmax(summed))
z_k = removal_pole[k] + 1e-3j
A_wrong = (-1 / (z_k - eps[sg] + sigma_diag(sg, z_k)[0])).imag / np.pi
A_right = -green(sg, z_k)[0].imag / np.pi
assert A_wrong < 0 < A_right

# ---------- output ----------
print(f"N2 bond length: {bond:.2f} angstrom; basis cc-pVDZ")
print(f"orbitals: {n}, filled: {nocc}, RPA modes: {npair}")
print(f"1 Ry = {RY_EV:.6f} eV")
print(f"HF energy 3sigma_g: {eps[sg]:.5f} Ry = {eps[sg]*RY_EV:.3f} eV")
print(f"HF energy 1pi_u: {eps[pu]:.5f} Ry = {eps[pu]*RY_EV:.3f} eV")
print(f"HF lowest empty level: {eps[nocc]:.5f} Ry")
print(f"static exchange Sigma_x of 3sigma_g: {sigma_x[sg, sg]:.5f} Ry")
print(f"lowest and highest RPA mode: {omega_s[0]:.4f}, {omega_s[-1]:.4f} Ry")
print(f"pole-free window of Sigma_c: {low:.4f} to {high:.4f} Ry")
print(f"height delta: {delta:.2f} Ry (G0 and Wc: {eta:.2f} Ry each)")
print("3sigma_g self-energy at three energies:")
for name, x0, rem, add, hil, axis, cd, a_val in rows:
    print(f" {name}: energy {x0:.4f} Ry")
    print(f"  Gamma removal {rem:.6f} Ry, addition {add:.6f} Ry")
    print(f"  Re Sigma_c, Hilbert transform:   {hil:.6f} Ry")
    print(f"  Re Sigma_c, real-axis integral:  {axis:.6f} Ry")
    print(f"  Re Sigma_c, contour deformation: {cd:.6f} Ry")
    print(f"  A (matrix Dyson, diagonal): {a_val:.6f} 1/Ry")
print(f"largest error Im Sigma, axis vs convolution: {err_im:.1e} Ry")
print(f"largest error Re Sigma, axis vs Hilbert: {err_re:.1e} Ry")
print(f"largest error contour vs convolution+Hilbert: {err_cd:.1e} Ry")
print(f"Im of imaginary-axis part at height 1e-6 Ry: {line_im:.1e} Ry")
print(f"smallest eigenvalue of Gamma matrix: {min_gamma:.2e} Ry")
print(f"smallest eigenvalue of A matrix: {min_a:.2e} 1/Ry")
print(f"norm of A for 3sigma_g: {norm:.7f}")
print(f"smallest A on the norm grid: {A_grid.min():.1e} 1/Ry")
for label, p, qp in (("3sigma_g", sg, qp_sg), ("1pi_u", pu, qp_pu)):
    print(f"{label} quasiparticle: {qp[0]:.5f} Ry = {qp[0]*RY_EV:.3f} eV")
    print(f"  Sigma_c there: {qp[0]-eps[p]:.5f} Ry, slope {qp[1]:.5f}")
    print(f"  Z from slope {qp[2]:.6f}, from contour {qp[3]:.6f}")
print(f"near HF level, height {small:.2f} Ry, smallest A:")
print(f"  G0+G0*Sigma*G0: {A_first_order.min():.4f} 1/Ry")
print(f"  full Dyson:     {A_full.min():.4f} 1/Ry")
print(f"strongest removal pole of Sigma_c: {removal_pole[k]:.4f} Ry")
print(f"  its weight: {summed[k]:.5f} Ry^2")
print(f"  A there, height 0.001 Ry: {A_right:.2e} 1/Ry")
print(f"  A there with sign of Wc reversed: {A_wrong:.2e} 1/Ry")
print("ALL CHECKS PASSED")
```

It prints:

```
N2 bond length: 1.10 angstrom; basis cc-pVDZ
orbitals: 28, filled: 7, RPA modes: 147
1 Ry = 13.605693 eV
HF energy 3sigma_g: -1.25205 Ry = -17.035 eV
HF energy 1pi_u: -1.21435 Ry = -16.522 eV
HF lowest empty level: 0.34886 Ry
static exchange Sigma_x of 3sigma_g: -1.83779 Ry
lowest and highest RPA mode: 1.5632, 38.0798 Ry
pole-free window of Sigma_c: -2.7776 to 1.9121 Ry
height delta: 0.10 Ry (G0 and Wc: 0.05 Ry each)
3sigma_g self-energy at three energies:
 removal: energy -2.2443 Ry
  Gamma removal 0.003394 Ry, addition 0.000314 Ry
  Re Sigma_c, Hilbert transform:   0.174394 Ry
  Re Sigma_c, real-axis integral:  0.174394 Ry
  Re Sigma_c, contour deformation: 0.174394 Ry
  A (matrix Dyson, diagonal): 0.026118 1/Ry
 mid-gap: energy -0.4327 Ry
  Gamma removal 0.001060 Ry, addition 0.000522 Ry
  Re Sigma_c, Hilbert transform:   0.046305 Ry
  Re Sigma_c, real-axis integral:  0.046305 Ry
  Re Sigma_c, contour deformation: 0.046305 Ry
  A (matrix Dyson, diagonal): 0.054924 1/Ry
 addition: energy 5.1693 Ry
  Gamma removal 0.000225 Ry, addition 0.077340 Ry
  Re Sigma_c, Hilbert transform:   -0.339529 Ry
  Re Sigma_c, real-axis integral:  -0.339529 Ry
  Re Sigma_c, contour deformation: -0.339529 Ry
  A (matrix Dyson, diagonal): 0.002268 1/Ry
largest error Im Sigma, axis vs convolution: 5.2e-07 Ry
largest error Re Sigma, axis vs Hilbert: 2.0e-07 Ry
largest error contour vs convolution+Hilbert: 9.2e-08 Ry
Im of imaginary-axis part at height 1e-6 Ry: 4.7e-08 Ry
smallest eigenvalue of Gamma matrix: 6.18e-05 Ry
smallest eigenvalue of A matrix: 2.62e-05 1/Ry
norm of A for 3sigma_g: 1.0000000
smallest A on the norm grid: 5.5e-12 1/Ry
3sigma_g quasiparticle: -1.16572 Ry = -15.860 eV
  Sigma_c there: 0.08634 Ry, slope -0.06110
  Z from slope 0.942415, from contour 0.942415
1pi_u quasiparticle: -1.22786 Ry = -16.706 eV
  Sigma_c there: -0.01351 Ry, slope -0.04864
  Z from slope 0.953616, from contour 0.953616
near HF level, height 0.01 Ry, smallest A:
  G0+G0*Sigma*G0: -167.4520 1/Ry
  full Dyson:     0.0862 1/Ry
strongest removal pole of Sigma_c: -6.0216 Ry
  its weight: 0.16291 Ry^2
  A there, height 0.001 Ry: 1.95e-03 1/Ry
  A there with sign of Wc reversed: -1.95e-03 1/Ry
ALL CHECKS PASSED
```
